# Arrest of Square-Grain Growth by Densification Stress in a Clamped Film

## Two sizes that seem to disagree

A model platinum film starts free of stress with square grains of side 2.0 nm. Its energy is lowest when the grains have grown to 4.80 nm, and there growth stops. With the same material parameters, a film that starts free of stress with grains larger than 3.43 nm never stops. Grains of 4.80 nm are therefore at rest in the first film, yet would grow without limit in a film that began at that size.

Grain size alone cannot explain this. The first film carries a tension of 8.00 GPa at 4.80 nm; the second starts with none. The tension records the boundaries that have been removed, and the task is to find how it acts back on those that remain.

The film is clamped in its plane to a rigid substrate and has a free top surface. Its grains are columns running through the thickness. A boundary has energy $\gamma_b$ per area and excess width $\Delta a$: if unit area of boundary disappears, the stress-free film loses the volume $\Delta a$. I take this contraction to lie wholly along the boundary normal. Both quantities are constants, the same for all boundaries and independent of stress. The crystal is isotropic and linear elastic, with Young modulus $E$ and Poisson ratio $\nu$. Tension is positive, energies are per film volume, and no plastic flow or diffusion relaxes the stress until these are admitted below.

## First case: parallel boundaries

Let all boundaries be parallel planes a distance $L$ apart, initially $L_0$. A film of clamped length $W$ across them contains $W/L_0$ boundaries at first and $W/L$ later. Each lost boundary shortens the stress-free film by $\Delta a$, so the shortening per length is

$$e=\Delta a\left(\frac1{L_0}-\frac1L\right).$$

The substrate does not allow the shortening. The film is stretched back to length $W$, which for $e\ll1$ needs the elastic strain $\varepsilon_x=e$. Growth makes $e$ positive, so the film is in tension.

Along the boundaries nothing has shrunk, hence $\varepsilon_y=0$. At the free surface $\sigma_z=0$. Hooke's law for the $y$ direction, $0=(\sigma_y-\nu\sigma_x)/E$, gives $\sigma_y=\nu\sigma_x$. For the $x$ direction it then gives

$$e=\frac{\sigma_x-\nu\sigma_y}{E}=\frac{1-\nu^2}{E}\,\sigma_x .$$

With $M_1=E/(1-\nu^2)$ the stress is $\sigma_x=M_1e$ and the elastic energy density is $\sigma_x\varepsilon_x/2=M_1e^2/2$. There is one boundary per length $L$, so the boundary energy density is $\gamma_b/L$. In terms of $x=1/L$ and $x_0=1/L_0$,

$$F_1(x)=\gamma_b x+\tfrac12M_1\Delta a^2(x_0-x)^2 .$$

Setting the derivative to zero,

$$\gamma_b-M_1\Delta a^2(x_0-x)=0,\qquad \frac1L=\frac1{L_0}-\frac{\gamma_b}{M_1\Delta a^2}.$$

Two limits check the signs. For a very stiff film, $M_1\to\infty$, the last term vanishes and $L\to L_0$: no densification can be afforded. For $\Delta a\to0$ the last term grows without bound, the right side becomes negative and there is no stopping size. Boundaries without excess width can vanish without straining the film.

## Second case: square grains

A square grain has perimeter $4L$. Each edge is shared by two grains, so $2L$ belongs to each grain of area $L^2$. The boundary length per film area is $2L/L^2=2/L$. Since the boundaries run through the thickness, this is also the boundary area per volume, and the boundary energy density is $2\gamma_b/L$.

Along either in-plane axis a line crosses one boundary per length $L$. The contraction along each axis is therefore the same $e$ as before. As a check, the lost volume per film volume is the lost boundary area times $\Delta a$, or $2\Delta a(x_0-x)=2e$, which is the sum of two equal linear contractions. Overlap of the excess regions at grain corners is of order $\Delta a^2/L^2$ and is dropped.

Now $\varepsilon_x=\varepsilon_y=e$, $\sigma_x=\sigma_y=\sigma$ and $\sigma_z=0$. Hooke's law gives

$$e=\frac{\sigma-\nu\sigma}{E},\qquad \sigma=Me,\qquad M=\frac{E}{1-\nu}.$$

Both directions store energy, so the elastic density is $\tfrac12(\sigma e+\sigma e)=Me^2$. The total is

$$F(x)=2\gamma_b x+M\Delta a^2(x_0-x)^2 .$$

Its first two derivatives are

$$F'(x)=2\gamma_b-2M\Delta a^2(x_0-x),\qquad F''(x)=2M\Delta a^2>0 .$$

At the start $F'(x_0)=2\gamma_b>0$. Growth lowers $x$, so it lowers the energy: a stress-free film does begin to coarsen. The energy is convex, so there is one minimum, where $F'=0$:

$$\boxed{\frac1{L_{\rm stop}}=\frac1{L_0}-\frac{\gamma_b}{M\Delta a^2}}$$

This is a stopping size if the right side is positive. If it is zero or negative, $F'(x)>0$ for every $x$ between 0 and $x_0$, and the energy falls throughout growth to any finite size.

The doubled boundary energy and the doubled elastic energy have cancelled. Between stripes and squares the formula differs in its modulus: $M$ replaces $M_1$ because a square film is stretched along two axes.

### Numbers for the wide boundary

The rough inputs are $E=170$ GPa, $\nu=0.38$, $\gamma_b=0.80$ J/m² and $\Delta a=0.10$ nm. Since 1 J/m² equals 1 GPa nm, the arithmetic needs no conversion factors:

$$M=\frac{170}{0.62}=274.2\ {\rm GPa},\qquad \frac{\gamma_b}{M\Delta a^2}=\frac{0.80}{274.2\times0.010}=0.2918\ {\rm nm^{-1}},$$

$$\frac1{L_{\rm stop}}=0.5000-0.2918=0.2082\ {\rm nm^{-1}},\qquad L_{\rm stop}=4.80\ {\rm nm}.$$

The strain is $0.10\times0.2918=0.0292$, or 2.92 percent, and the stress is $274.2\times0.0292=8.00$ GPa.

The energy account has a simple structure. Write $q=\gamma_b/(M\Delta a^2)$, so that $x_0-x=q$ at the stop. The boundary energy lost is $2\gamma_bq$. The elastic energy gained is $M\Delta a^2q^2=\gamma_bq$. Half of the lost boundary energy is thus stored as strain and half is released. Here $\gamma_bq=0.80\times0.2918=0.2334$ GPa. The total falls from 0.8000 GPa to $0.3332+0.2334=0.5666$ GPa. This equal division holds for a film that starts without stress.

## The force on a boundary

The minimum says where growth ends; the slope says what drives it. With $dx/dL=-1/L^2$ and $\sigma=M\Delta a(x_0-x)$,

$$-\frac{dF}{dL}=\frac{F'(x)}{L^2}=\frac{2}{L^2}\left(\gamma_b-\sigma\Delta a\right).$$

Removing unit area of boundary releases $\gamma_b$, but the film must then be stretched by $\Delta a$ against the stress $\sigma$, which costs $\sigma\Delta a$. The difference acts as an effective boundary tension. It vanishes at

$$\sigma_{\rm stop}=\frac{\gamma_b}{\Delta a}.$$

For the example this is $0.80/0.10=8.0$ GPa. The modulus does not appear. A stiffer film reaches the same stress after less growth.

To test the stop as the end of a motion, $L$ was given a velocity proportional to $-dF/dL$, starting from 2.0 nm. The energy was computed from conserved crystal length, with $\Delta a$ reduced 100 times and $\gamma_b$ reduced $10^4$ times. This keeps $q$ fixed while making the strain small. The size came to rest within 0.5 percent of 4.80 nm.

### A film that already carries stress

Let the film have an equibiaxial stress $\sigma_0$ at size $L_0$. The stress during growth is $\sigma=\sigma_0+M\Delta a(x_0-x)$, and the elastic energy density $Me^2$ becomes $\sigma^2/M$. Then

$$F'(x)=2\gamma_b+\frac{2\sigma}{M}\frac{d\sigma}{dx}=2\gamma_b-2\sigma\Delta a,$$

because $d\sigma/dx=-M\Delta a$. The stopping stress is unchanged. Inserting $\sigma=\gamma_b/\Delta a$ in the expression for the stress and solving for $x$ gives

$$\frac1{L_{\rm stop}}=\frac1{L_0}-\frac{\gamma_b-\sigma_0\Delta a}{M\Delta a^2},$$

again if the right side is positive, and for $\sigma_0<\gamma_b/\Delta a$. At or above that initial tension the grains do not start to grow. For $\sigma_0=0$ the earlier result returns. Initial compression must first be undone, so it allows more growth.

This resolves the disagreement at the start. At 4.80 nm with 8.00 GPa the effective tension is zero. At 4.80 nm without stress it is the full 0.80 J/m², and the remaining boundaries contain too little excess volume to bring the stress up to 8.00 GPa.

## When there is no arrest

For a stress-free start, a positive right side means

$$L_0<L_c=\frac{M\Delta a^2}{\gamma_b},\qquad\text{or}\qquad \Delta a>\sqrt{\frac{\gamma_bL_0}{M}} .$$

The same condition can be read as a comparison of stresses. If all boundaries were removed, $x\to0$ and the stress would approach the ceiling $M\Delta a/L_0$. Arrest requires this ceiling to exceed $\gamma_b/\Delta a$.

With the wide boundary, $L_c=3.43$ nm. The stopping size can be written

$$L_{\rm stop}=\frac{L_0}{1-L_0/L_c}.$$

For $L_0\ll L_c$ it is close to $L_0(1+L_0/L_c)$, a small amount of growth. As $L_0$ approaches $L_c$ from below it diverges. The stopping size may therefore exceed $L_c$, as 4.80 nm does: $L_c$ limits the starting size, not the final one.

Now keep $M$ and $\gamma_b$ fixed and take a denser boundary with $\Delta a=0.03$ nm. Then $\gamma_b/(M\Delta a^2)=3.242$ nm⁻¹, far above $1/L_0=0.5000$ nm⁻¹, and there is no arrest. The needed stress is $0.80/0.03\approx27$ GPa, whereas the ceiling is $274.2\times0.03/2.0=4.11$ GPa. Reducing $\Delta a$ raises the stress needed and lowers the stress available, which is why it enters squared.

For a 2 nm start the least excess width is 0.0764 nm. For a 20 nm start it is 0.2416 nm. The second value is nearly the cube root of the atomic volume used below, $(0.015\ {\rm nm^3})^{1/3}\approx0.25$ nm. Each boundary would have to lack about one atomic layer. In this model, arrest from a stress-free state belongs to extremely fine grains with poorly packed boundaries.

Without arrest, densification still produces stress. With the dense boundary and a 20 nm start the ceiling is 0.411 GPa. Half of it is reached when the grain size has doubled, since then $1/L_0-1/L=1/(2L_0)$.

## How small must the strain be?

A strain near 3 percent calls for a check of the linear geometry. Per clamped length, the crystal matter occupies $1-\Delta a/L_0$, and this is conserved. After growth the stress-free length is

$$1-\frac{\Delta a}{L_0}+\frac{\Delta a}{L}=1-e .$$

Stretching it back to 1 requires the strain $1/(1-e)-1=e/(1-e)$, slightly more than $e$. As one possible choice, take the elastic energy per clamped film volume to be $M$ times the strain squared and use $x=x_0-e/\Delta a$:

$$F=2\gamma_b\left(x_0-\frac e{\Delta a}\right)+\frac{Me^2}{(1-e)^2}.$$

The derivative of $e^2/(1-e)^2$ is $2e/(1-e)^3$, so the minimum obeys

$$\frac{e}{(1-e)^3}=\frac{\gamma_b}{M\Delta a}.$$

For small $e$ the right side is the linear strain $e_1$, and to next order $e\approx e_1(1-3e_1)$. To this order a 3 percent strain lowers the densification at the stop by about 9 percent; the full condition gives 8 percent. With this choice the minimum lies at 4.33 nm, 10 percent below the linear value of 4.80 nm.

The difference should vanish in proportion to the strain. With $q$ held fixed, the strain was reduced first 10 and then 100 times. Between these two cases the deviation in $1/L_{\rm stop}$ fell by a factor of 10, within 6 percent, and in the second it was below 0.3 percent of $1/L_{\rm stop}$. The 4.33 nm is not a better prediction, and its shift depends on a convention. If the same density is counted per stress-free volume, which is $(1-e)^2$ of the clamped volume, the elastic term becomes exactly $Me^2$ and the stop returns to 4.80 nm; with the logarithmic strain counted in that way it moves to 5.15 nm. Such choices differ only in terms of order $e^3$, which linear elasticity does not fix, and a stretched crystal usually also softens. To see how much this can matter, return to the linear geometry and let the elastic density be $Me^2(1-ce)$ with a positive constant $c$. The minimum then obeys

$$e-\tfrac32ce^2=\frac{\gamma_b}{M\Delta a},$$

so softening raises the densification at the stop. For $c=3$, which lowers the elastic energy at 3 percent strain by 9 percent, the stop moves to 6.47 nm. When $c$ exceeds about 5.6, the required $e$ is more than the $\Delta a/L_0=0.05$ that removing all boundaries can supply, and above about 5.7 the equation has no real root; either way there is no arrest. The value of $c$ for platinum is not determined here; $c=3$ is only an illustration, and a value above 5.6 is not excluded. The formula for $L_{\rm stop}$ is thus a small-strain result, and at 3 percent strain even the existence of the arrest depends on nonlinear elasticity.

## Letting the stress relax

Suppose first that plastic flow limits the tension to 2.0 GPa, a rough value for a fine-grained metal film. Elastic growth reaches this stress at

$$\frac1L=\frac1{L_0}-\frac{2.0}{M\Delta a}=0.5000-\frac{2.0}{27.42}=0.427\ {\rm nm^{-1}},$$

or 2.34 nm. If the stress then stays at 2.0 GPa, the effective boundary tension stays at $0.80-2.0\times0.10=0.60$ J/m². Three quarters of the original tension remains, and the arrest is lost.

Diffusion can also relax the stress, by carrying atoms from the free surface into the boundaries. Let $z$ run from the surface to the substrate at $z=h$. A boundary under normal tension $\sigma(z)$ offers an atom of volume $\Omega$ the chemical potential $\mu=-\Omega\sigma$. With boundary width times diffusivity $\delta D$, the flux per length of boundary is

$$j=-\frac{\delta D}{\Omega kT}\frac{d\mu}{dz}=\frac{\delta D}{kT}\frac{d\sigma}{dz}.$$

For an estimate, let the boundary thicken at the same rate $b$ at every depth. This is a simplification: in a film thicker than its grains, the part near the surface can relax first. The boundary then absorbs $b/\Omega$ atoms per area and time, which must equal $-dj/dz$:

$$\frac{d^2\sigma}{dz^2}=-\frac{bkT}{\Omega\,\delta D}.$$

No flux enters the substrate, so $d\sigma/dz=0$ at $z=h$. The surface has $\sigma=0$. Integrating twice,

$$\sigma(z)=\frac{bkT}{\Omega\,\delta D}\left(hz-\frac{z^2}2\right),\qquad \bar\sigma=\frac{bkTh^2}{3\Omega\,\delta D},$$

since the mean of the bracket is $h^2/2-h^2/6=h^2/3$. At fixed grain size, one boundary per length $L$ relieves strain at the rate $b/L$ along each axis. Hence $d\bar\sigma/dt=-Mb/L=-\bar\sigma/\tau$, with

$$\tau=\frac{kT\,L\,h^2}{3M\Omega\,\delta D}.$$

The limits are sensible: a thicker film relaxes more slowly because atoms travel farther, and faster diffusion shortens the time.

Take $h=20$ nm, $\Omega=0.015$ nm³, $L=4.80$ nm and $\delta D=\delta D_0\exp(-Q/kT)$, with the rough assumptions $\delta D_0=5\times10^{-15}$ m³/s and $Q=1.4$ eV. At 300 K, $\tau$ is about $4\times10^{10}$ s, more than a thousand years. At 600 K it is about 0.15 s. These numbers are illustrations only. The barrier enters exponentially: changing it by $\pm0.2$ eV changes $\tau$ by a factor of about 2000 at 300 K, from months to millions of years, and by about 50 at 600 K. Also, $\sigma\Omega=8.00\times0.015=0.12$ GPa nm³ is more than ten times $kT$ at 600 K, so a diffusivity independent of stress is a strong simplification.

Growth resumes as soon as the tension falls below 8.00 GPa, and while relaxation continues no arrest can last. If the boundaries move so slowly that the stress vanishes first, 4.80 nm becomes the new $L_0$. It exceeds $L_c=3.43$ nm, so even without further relaxation growth would not stop again.

## The model beside a platinum film

The elastic constants and boundary energy are rough values for platinum. The excess width of 0.10 nm is deliberately generous, meant for poorly packed boundaries; 0.03 nm is closer to what I would expect of well-packed ones. A 2 nm starting size is also far below that of an ordinary polycrystalline film. The assumption most clearly broken is purely elastic response: the stopping stress is four times the assumed flow stress, and flow removes the arrest instead of shifting it a little. The 4.80 nm is thus a result of linear elasticity for the chosen parameters, not a forecast for a platinum film.

Other omissions also matter. Grooves where boundaries meet the free surface, and drag by impurities or particles, are absent from the model; in real films they commonly halt growth, so "no arrest" here means only that densification stress does not stop it. If boundary cores are 0.5 nm wide, they fill 44 percent of the film at 2.0 nm and 20 percent at 4.80 nm. Their stiffness is not known here. Platinum crystals are also anisotropic, so in a film with a preferred crystal orientation $M$ depends on that orientation. With the rough single-crystal constants $c_{11}=347$, $c_{12}=251$, $c_{44}=76.5$ GPa, the (111) orientation usual in platinum films gives $M\approx337$ GPa and a stop at 3.80 nm, while (100) gives $M\approx235$ GPa and 6.27 nm. Lowering $M$ by 20 percent as a trial, with all else fixed, moves the stop to 7.39 nm. The arrest disappears when $M$ falls to $\gamma_bL_0/\Delta a^2=160$ GPa, 42 percent below the 274.2 GPa used here. On silicon, a rough expansion mismatch of $6\times10^{-6}$ K⁻¹ and heating by 300 K give an initial stress of $-0.49$ GPa, which moves the elastic stop to 5.26 nm.

The geometry is a restriction too. Real grains do not enlarge together as equal squares; some grow while others vanish, and boundary energies differ. The calculation compares energies within one family of uniform square patterns. It does not show that every boundary in an irregular network comes to rest at the same mean size. The values used here are collected in the numerical output.

## Numbers as computed

```
PLATINUM FILM, ROUGH INPUTS
Young modulus: 170 GPa
Poisson ratio: 0.38
biaxial modulus M: 274.2 GPa
boundary energy: 0.80 J/m^2
excess width, wide boundary: 0.10 nm
excess width, dense boundary: 0.03 nm
initial size L0: 2.0 nm
ARREST, WIDE BOUNDARY
1/L0: 0.5000 1/nm
gamma/(M da^2): 0.2918 1/nm
1/L_stop: 0.2082 1/nm
L_stop: 4.80 nm
largest L0 with arrest: 3.43 nm
strain at stop: 2.92 percent
stress at stop: 8.00 GPa
energy density at start: 0.8000 GPa
boundary part at stop: 0.3332 GPa
elastic part at stop: 0.2334 GPa
energy density released: 0.2334 GPa
CONDITION FOR ARREST
least excess width, L0 = 2 nm: 0.0764 nm
least excess width, L0 = 20 nm: 0.2416 nm
dense: gamma/(M da^2): 3.242 1/nm
dense: stress ceiling, L0 = 2 nm: 4.11 GPa
dense: stress ceiling, L0 = 20 nm: 0.411 GPa
NEGLECTED EFFECTS, WIDE BOUNDARY
L_stop with finite geometry: 4.33 nm
rough flow stress: 2.0 GPa
size when flow stress is reached: 2.34 nm
assumed core width: 0.5 nm
core volume share at L0: 44 percent
core volume share at stop: 20 percent
assumed softening of M: 20 percent
L_stop with softer film: 7.39 nm
thermal expansion mismatch: 6.0e-06 1/K
heating: 300 K
thermal stress: -0.49 GPa
L_stop with thermal stress: 5.26 nm
film thickness: 20 nm
atomic volume: 0.015 nm^3
diffusion prefactor deltaD0: 5.0e-15 m^3/s
diffusion barrier: 1.4 eV
deltaD at 300 K: 1.5e-38 m^3/s
relaxation time at 300 K: 4.3e+10 s
deltaD at 600 K: 8.7e-27 m^3/s
relaxation time at 600 K: 1.5e-01 s
```
